# A density gradient in a nonisothermal gas need not drive ordinary diffusion

**Q:** I am estimating how much precursor reaches a hot wafer from the gas above it. Suppose the wafer is still inert, so nothing is consumed, and the gas was well mixed beforehand. The gas is at uniform pressure, hot at the wafer and cold at the top. There are then more precursor molecules per cubic centimetre at the top than at the wafer. Fick's law says that molecules diffuse from high to low concentration, so precursor must diffuse down to the wafer.

**A:** The density gradient is real, so let us first see what it consists of. Call the precursor A and the carrier gas B. Let $n_A$ and $n_B$ be their number densities, $n=n_A+n_B$ the total, and $x_A=n_A/n$ the mole fraction. For an ideal gas $n=p/kT$. With $p$ uniform,

$$\nabla n=\frac{p}{k}\nabla\frac1T=-\frac{p}{kT^2}\nabla T=-n\nabla\ln T .$$

The product rule applied to $n_A=nx_A$ then gives

$$\nabla n_A=n\nabla x_A+x_A\nabla n=n\left(\nabla x_A-x_A\nabla\ln T\right).$$

In your well-mixed gas the first term is zero. The whole gradient comes from the second, which says that hot gas is thinner. The carrier has the same relative gradient as the precursor.

**Q:** But a molecule does not know why the density differs. If more of them are on one side, random motion should still carry a surplus across.

**A:** The molecules on the thin side are also faster, so counting them is not enough. A safer quantity is momentum. Species A exerts the partial pressure $p_A=n_AkT=x_Ap$, and the force per unit volume on it is $-\nabla p_A$. At uniform total pressure,

$$-\nabla p_A=-p\nabla x_A .$$

With uniform composition this force is zero: the lower density on the hot side is compensated by the larger momentum flux per molecule.

To get a flux, balance this force against friction with B. Let $\mathbf u_A$ and $\mathbf u_B$ be the mean velocities of the species. For slow diffusion I neglect inertia and viscous stress. The friction is proportional to the velocity difference, and the diffusion coefficient $D$ is defined by writing it as

$$-\nabla p_A=\frac{n_An_BkT}{nD}\,(\mathbf u_A-\mathbf u_B).$$

Diffusion is motion relative to the mixture, so I measure the flux from the molar-average velocity $\mathbf u^*=x_A\mathbf u_A+x_B\mathbf u_B$. Because $1-x_A=x_B$,

$$\mathbf u_A-\mathbf u^*=(1-x_A)\mathbf u_A-x_B\mathbf u_B=x_B(\mathbf u_A-\mathbf u_B),$$

$$\mathbf J_A=n_A(\mathbf u_A-\mathbf u^*)=\frac{n_An_B}{n}(\mathbf u_A-\mathbf u_B).$$

The force balance becomes $-p\nabla x_A=(kT/D)\,\mathbf J_A$, and since $p/kT=n$,

$$\mathbf J_A=-nD\nabla x_A .$$

This is ordinary diffusion. It vanishes in your well-mixed gas, whatever the temperature profile.

**Q:** Then why does $-D\nabla n_A$ work in so many problems?

**A:** At uniform temperature and pressure $n$ is constant, and $-D\nabla n_A=-nD\nabla x_A$. The two forms part company when $T$ varies:

$$-D\nabla n_A=-nD\left(\nabla x_A-x_A\nabla\ln T\right).$$

The extra term is negligible where $|\nabla\ln T|$ is much smaller than $|\nabla\ln x_A|$. It is the entire result if $x_A$ is uniform.

There is also a consistency check that needs no kinetic theory. Fluxes measured from $\mathbf u^*$ must sum to zero, because $n_A(\mathbf u_A-\mathbf u^*)+n_B(\mathbf u_B-\mathbf u^*)=n\mathbf u^*-n\mathbf u^*$. The mole-fraction law obeys this, since $\nabla x_A+\nabla x_B=0$. The density law gives the sum $-D\nabla n$, which is not zero in a nonisothermal gas.

**Q:** How did the density gradient arise, if not by diffusion?

**A:** By bulk flow. When the lower part is heated it expands and pushes gas upwards until the pressure is again uniform. Both species move with the same velocity in that flow, so it changes $n_A$ without changing $x_A$.

**Q:** So in a well-mixed gas at uniform pressure the precursor does not move relative to the carrier at all?

**A:** That goes one step too far. The friction I wrote depends on the mean velocities alone. In a temperature gradient the velocity distributions are skewed by the heat flow, and collision rates generally depend on speed. Friction then has a further part proportional to $\nabla T$. This is thermal diffusion, and the flux becomes

$$\mathbf J_A=-nD\left[\nabla x_A+\alpha x_A(1-x_A)\nabla\ln T\right].$$

The thermal-diffusion factor $\alpha$ depends on the pair of gases and may vary with temperature and composition. With this sign convention, positive $\alpha$ sends A towards the cold side. The accurate statement is therefore that uniform composition removes the ordinary flux; the total flux vanishes as well if $\alpha=0$.

For a dilute species, $1-x_A\approx1$, and comparison with the previous formula shows what the density law amounts to: it is the correct law with $\alpha=-1$ inserted for every gas.

**Q:** Can you show where $\alpha$ comes from? I would like to see that my counting of molecules really fails.

**A:** Take a model in one dimension: a few tracer molecules of mass $m$ in a host gas at rest. A tracer with velocity $v$ collides at the rate $\nu=\nu_0(z)|v|^s$, and collisions drive its distribution $f$ towards a local Maxwellian $M$, normalised to one. In steady state

$$v\frac{\partial f}{\partial z}=\nu\,(CM-f),$$

where $C(z)$ is fixed by the condition that collisions conserve tracers. Solve for $f$ and, for short free paths, put the leading term into the derivative:

$$f=CM-\frac v\nu\frac{\partial f}{\partial z}\approx CM-\frac v\nu\frac{\partial(CM)}{\partial z}.$$

The correction is odd in $v$, so it adds nothing to the density, and $C=n_A$ to this order. In the flux $J=\int vf\,dv$ the even term $CM$ drops out:

$$J=-\int\frac{v^2}{\nu_0|v|^s}\frac{\partial(n_AM)}{\partial z}\,dv=-\frac1{\nu_0}\frac{d}{dz}\left(n_A\langle|v|^{2-s}\rangle\right).$$

The rate $\nu_0(z)$ stays outside the derivative because the factor $v/\nu$ was never differentiated. For a Maxwellian $\langle|v|^{2-s}\rangle\propto T^{1-s/2}$, while $n_A=x_Ap/kT$. The bracket is thus proportional to $x_AT^{-s/2}$, and

$$\frac{d}{dz}\left(x_AT^{-s/2}\right)=T^{-s/2}\left(\frac{dx_A}{dz}-\frac s2x_A\frac{d\ln T}{dz}\right).$$

Restoring the prefactors gives

$$J=-nD\left(\frac{dx_A}{dz}-\frac s2x_A\frac{d\ln T}{dz}\right),\qquad D=\frac{\langle|v|^{2-s}\rangle}{\nu_0},$$

so $\alpha=-s/2$ in this model. If the collision rate does not depend on speed ($s=0$), uniform composition means no flux. If it is proportional to speed ($s=1$), the zero-flux state has $x_A\propto T^{1/2}$. Mind the limit of the model: it keeps the host Maxwellian, gives $\alpha\le0$ for $s\ge0$, and stands for a light tracer in a heavy host. A heavy precursor in a light carrier is the opposite case. Its collision rate is set by the speed of the carrier ($s\approx0.02$ for hard spheres of masses 100 and 2), so this model would give $\alpha\approx0$. The positive $\alpha$ of such a pair comes from the heat-flow skew of the carrier, which the model leaves out.

**Q:** Then $s=2$ would give $\alpha=-1$, and my law would be right.

**A:** For that particular tracer, yes, as a formula for the total flux. The cause would still be thermal diffusion, and the agreement would depend on a special collision law.

**Q:** You assumed short free paths. Does the transport equation itself agree?

**A:** I solved it numerically on a grid of velocities, without using a diffusion law. The temperature falls linearly to half its value between two walls, and $\nu_0$ is proportional to the host density. I compared two interior planes, a and b, with $T_a/T_b=1.5005$.

For $s=0$ and no net flux, the density ratio $n_A(a)/n_A(b)$ is 0.6664, yet the mole-fraction ratio is 1.0000. A density gradient persists without any flux. For $s=1$ the mole-fraction ratio is 1.2252, against 1.2250 from $(T_a/T_b)^{1/2}$; the difference is discretisation error, and the converged value is 1.2250.

I then supplied tracers at the cold wall and absorbed them at the hot wall. For $s=0$ the computed flux is $-0.003549$ in the dimensionless units of the calculation. The mole-fraction law, given the mole fractions at the two planes, yields the same value, to within the one unit in the last digit by which the result moves when the grid is refined. The density law, given the densities there, yields $-0.004720$, which is 33% larger in magnitude than the computed flux.

**Q:** What if A and B are the same kind of molecule, and I merely tag some of them?

**A:** Then, at uniform composition, the flux vanishes for any law of elastic binary collisions. Let $f$ be the steady distribution of all molecules. Tagged molecules collide just as the others do, so their kinetic equation is linear in $f_A$ once $f$ is given, and $f_A=x_Af$ with constant $x_A$ solves it. Their flux is $x_A$ times the total flux, which is zero in a gas at rest. This does not contradict the $s=1$ tracer: the host in that model has no heat-flow skew of its own, whereas here tagged and untagged molecules share the same skew.

**Q:** Let us put in numbers for my reactor.

**A:** Take 100 Torr, a wafer at 1000 K, a top at 300 K, and a layer 10 mm thick with a linear temperature profile. The precursor mole fraction is $x_0=0.0010$. I use $D=0.40$ cm²/s at 300 K and 760 Torr, varying as $T^{1.75}/p$, and an assumed $\alpha=0.8$. Let $z$ point upwards from the wafer, so a negative flux is towards it.

The precursor density is $9.66\times10^{14}$ cm⁻³ at the wafer and $3.22\times10^{15}$ cm⁻³ at the top, a ratio of $1000/300$. In the middle $T=650$ K, $n_A=1.486\times10^{15}$ cm⁻³ and $D=11.76$ cm²/s. The temperature slope is $-700$ K/cm, hence

$$\frac{dn_A}{dz}=-n_A\frac{d\ln T}{dz}=1.486\times10^{15}\times\frac{700}{650}=1.600\times10^{15}\ \text{cm}^{-4}.$$

The density law then claims a flux of $-11.76\times1.600\times10^{15}=-1.88\times10^{16}$ cm⁻² s⁻¹. Dividing by $n_A$ gives a velocity of $-12.7$ cm/s. Since the carrier has the same relative gradient, the law assigns it that velocity too: the whole gas would stream into an inert wafer.

The ordinary flux is zero. The thermal-diffusion flux is the false one multiplied by $-\alpha(1-x_0)$:

$$J=0.8\times0.999\times1.88\times10^{16}\approx1.5\times10^{16}\ \text{cm}^{-2}\,\text{s}^{-1},$$

directed away from the wafer. The density law thus has the wrong sign here.

**Q:** Then a well-mixed layer does not stay well mixed.

**A:** Not with this $\alpha$. For a dilute species and constant $\alpha$, the flux can be written

$$J=-nD\,T^{-\alpha}\frac{d}{dz}\left(x_AT^\alpha\right),$$

as differentiating the product confirms. Zero flux means uniform $x_AT^\alpha$, so in the final state of a closed layer $x_A(\text{wafer})/x_A(\text{top})=(300/1000)^{0.8}=0.38$.

**Q:** And once the wafer consumes the precursor?

**A:** Let it consume every molecule that arrives, so $x_A=0$ at $z=0$, and keep $x_A=x_0$ at the top, $z=L$. In steady state $J$ is constant. Rearranging the last formula and integrating over the layer gives the uptake $U=-J$:

$$U=\frac{x_0T_{\rm top}^\alpha}{\int_0^LT^\alpha/(nD)\,dz}.$$

Here $nD\propto T^{-1}T^{1.75}=T^{0.75}$. Set $r=T/T_{\rm top}$, which runs from $R=10/3$ at the wafer to 1 at the top. The linear profile gives $|dz|=L\,dr/(R-1)$, and therefore

$$U=\frac{x_0(nD)_{\rm top}}{L}\,\frac{(R-1)(\alpha+0.25)}{R^{\alpha+0.25}-1}.$$

At the top $n=3.219\times10^{18}$ cm⁻³ and $D=0.40\times7.6=3.04$ cm²/s, so the first factor is $9.79\times10^{15}$ cm⁻² s⁻¹. For ordinary diffusion, $\alpha=0$, the second is $2.333\times0.25/0.3512=1.661$. The three cases, with boundary mole fractions and temperatures held fixed, are:

- ordinary diffusion: $1.63\times10^{16}$ cm⁻² s⁻¹;
- density law ($\alpha=-1$): $2.88\times10^{16}$ cm⁻² s⁻¹, 77% above ordinary diffusion;
- with thermal diffusion ($\alpha=0.8$): $9.4\times10^{15}$ cm⁻² s⁻¹, 42% below it.

Now the wafer holds $x_A$ at zero, so all three fluxes point to it. The density law gets the direction right but is about three times the value with thermal diffusion.

**Q:** How close is this to a real reactor?

**A:** The pressure, temperatures and masses (2 g/mol for the carrier, 100 g/mol for the precursor) are rough values for reduced-pressure metal-organic vapour-phase epitaxy. The factor $\alpha=0.8$ is an assumption, not a property of a named precursor, and it is held constant. A first-order Chapman–Enskog estimate with Lennard-Jones parameters typical of trimethylgallium in hydrogen has $\alpha$ rising from 0.7–0.8 at 300 K to about 1.2 at 1000 K; that lowers the closed-layer ratio from 0.38 to about 0.28 and puts the uptake about 50% rather than 42% below ordinary diffusion. Real reactors have a forced flow, so the layer has no fixed thickness; since $U\propto1/L$, halving the thickness doubles the uptake. The surface may also consume incompletely: if $x_A$ there is half of $x_0$, the ordinary flux is halved. That rule does not carry over to thermal diffusion: with $\alpha=0.8$ the flux to the wafer already stops when $x_A$ there reaches $0.38\,x_0$. Precursor may decompose in the gas, which this model cannot size.

Other omissions matter less for these numbers. A thermal conductivity growing as $T^{0.7}$ bends the temperature profile and raises the ordinary uptake by 6%, raises the density-law value by 15% and lowers the value with $\alpha=0.8$ by 0.4%, so the 77%, the 42% and the factor of three become 93%, 45% and 3.5. The free path at the wafer, estimated for hard spheres of fixed diameter, is 3.2 µm, or $3.2\times10^{-4}$ of the thickness, so the gas is a continuum. Gravity makes the pressure slightly nonuniform, which shifts $x_A$ by a relative $4\times10^{-6}$ at most, the value for a layer at 300 K throughout. The net flow caused by uptake is a relative correction of order $x_0$, or $10^{-3}$.

**Q:** And convection, with the hot side below?

**A:** The Rayleigh number, evaluated with cold-gas properties, is about 23, while convection between rigid plates sets in near 1708. Cold-gas properties overstate it, because hot gas has a larger kinematic viscosity, so this layer is still, provided the wafer and the top are each at uniform temperature. Sideways temperature differences, common in real reactors, drive some flow at any Rayleigh number. The value also belongs to the light carrier: with nitrogen the same estimate is about 50 times larger. The number scales as $p^2L^3$, moreover. At 760 Torr and 20 mm the same estimate gives about $23\times7.6^2\times8\approx10^4$. That is above the onset, but as an overestimate it does not prove convection; whether the layer stays still would then have to be checked with the gas properties at the actual temperatures. The numerical output below lists the values used.

## Numbers as computed

```
KINETIC TEST (dimensionless), planes a (hotter) and b (colder)
T_a/T_b = 1.5005
s=0: zero-flux density ratio n_A(a)/n_A(b) = 0.6664
s=0: zero-flux x(a)/x(b) = 1.0000, law 1.0000
s=0: through-flux kinetic -0.003549, law -0.003549
s=0: number-density law gives -0.004720
s=1: zero-flux density ratio n_A(a)/n_A(b) = 0.8165
s=1: zero-flux x(a)/x(b) = 1.2252, law 1.2250
s=1: through-flux kinetic -0.004015, law -0.004012
REACTOR LAYER: inputs
pressure = 100 Torr, thickness = 10 mm
wafer T = 1000 K, top T = 300 K
precursor mole fraction = 0.0010, assumed alpha = 0.8
D at 300 K, 760 Torr = 0.40 cm2/s, exponent 1.75
molar masses = 2 and 100 g/mol
carrier diameter = 0.27 nm, Prandtl number = 0.7
INERT WAFER, uniform composition
n_A at wafer = 9.656e+14 cm^-3
n_A at top = 3.219e+15 cm^-3
mid-layer T = 650 K, n_A = 1.486e+15 cm^-3
mid-layer D = 11.76 cm2/s
mid-layer dn_A/dz = 1.600e+15 cm^-4
fluxes: minus = towards wafer, plus = away from it
false flux -D dn_A/dz = -1.882e+16 cm^-2 s^-1
false drift of whole gas = -12.67 cm/s
thermal-diffusion flux = 1.504e+16 cm^-2 s^-1
closed steady state x(wafer)/x(top) = 0.382
CONSUMING WAFER, x = 0 at wafer: uptake
ordinary diffusion = 1.625e+16 cm^-2 s^-1
number-density law = 2.880e+16 cm^-2 s^-1
with thermal diffusion = 9.438e+15 cm^-2 s^-1
number-density law / ordinary = 1.772
with thermal diffusion / ordinary = 0.581
NEGLECTED EFFECTS
free path at wafer = 3.20 um, Knudsen number = 3.2e-04
relative change of x by gravity = 3.9e-06
net flow by uptake, relative size about x = 1.0e-03
Rayleigh number (cold-gas values) = 22.7
onset of convection (input) = 1708
conductivity exponent for curved T profile (input) = 0.7
uptake change by curved T profile = 6.1 %
```
